# Resonant Tunnelling Through an Off-Centre Localised Barrier State

## Problem

A thin insulating film separates two metal electrodes made of the same material. Inside the film is one localised electron state. An electron placed in this state escapes into the left electrode 100 times faster than into the right one.

(a) Show that the transmission of an electron through the state follows the Breit-Wigner formula, and express the two escape rates through the properties of the barrier.

(b) Find the transmission at the peak. Does it matter which side is the faster one?

(c) The film is 1.3 nm thick, and the state lies 3.0 eV below the top of the barrier and 5.0 eV above the bottom of the metal band. The electron mass in the film is 0.5 free-electron masses. Where must the state sit, and how wide is the resonance?

(d) How do loss from the state and a finite temperature change the peak?

Treat the motion as one-dimensional, with one electron and no repulsion. In (a) to (c) the motion is also elastic and the energy sharp.

## Solution

### The model and its isolated state

The algebra uses atomic units, $\hbar=m_e=e=1$. A rate and the corresponding energy width are then the same quantity; in ordinary units the rate is $\Gamma/\hbar$. The word rate refers to the decay of probability, not of amplitude.

The electrodes have potential 0 and mass 1. The barrier has height $U$ and mass $m$. An attractive term $-g\,\delta(x-a)$ in the barrier binds the state, whose distances from the electrodes are $d_L$ and $d_R$. The Schrödinger equation is

$$-\frac12\frac{d}{dx}\left(\frac{1}{m(x)}\frac{d\psi}{dx}\right)+V(x)\psi=E\psi ,$$

so $\psi$ and $\psi'/m$ are continuous at the interfaces. Integrating over a vanishingly small interval around $x=a$ gives the jump

$$\frac{\psi'(a^+)-\psi'(a^-)}{m}=-2g\,\psi(a). \tag{1}$$

Let the electrodes first be infinitely far away. The bound state is $e^{-\kappa_0|x-a|}$, for which the left side of (1) is $-2\kappa_0/m$. Hence

$$\kappa_0=mg,\qquad E_0=U-B,\qquad B=\frac{\kappa_0^2}{2m},$$

where $B$ is the depth of the state below the barrier top.

### A wave leaving through one side

At energy $E$ between 0 and $U$, define

$$\kappa=\sqrt{2m(U-E)},\qquad w=\frac{\kappa}{m},\qquad v=\sqrt{2E}.$$

Let $s$ be the distance from the state towards electrode $j$, where $j$ is $L$ or $R$. The barrier solution that equals 1 at the state and joins an outgoing electrode wave $e^{iv(s-d_j)}$ has the form

$$u_j(s)=\frac{e^{-\kappa s}+\rho_j e^{\kappa s}}{1+\rho_j}.$$

Continuity at $s=d_j$ requires $u_j'/(m u_j)=iv$, that is,

$$w\left(-e^{-\kappa d_j}+\rho_je^{\kappa d_j}\right)=iv\left(e^{-\kappa d_j}+\rho_je^{\kappa d_j}\right).$$

Collecting the terms in $\rho_j$ gives

$$\rho_j=e^{-2\kappa d_j}\,\frac{w+iv}{w-iv},\qquad \mathrm{Im}\,\rho_j=\frac{2vw}{v^2+w^2}\,e^{-2\kappa d_j}. \tag{2}$$

The second form follows on multiplying numerator and denominator by $w+iv$. The slope at the state is

$$\frac{u_j'(0)}{m}=-y_j,\qquad y_j=w\,\frac{1-\rho_j}{1+\rho_j},\qquad \mathrm{Im}\,y_j=-\frac{2w\,\mathrm{Im}\,\rho_j}{|1+\rho_j|^2}. \tag{3}$$

The outward probability flux is $\mathrm{Im}(u_j^*u_j')/m$. It does not depend on $s$, and its value at $s=0$ is $-\mathrm{Im}\,y_j$, which is positive.

### Transmission before any approximation

Let an electron arrive from the left. The conjugate $u_L^*$ solves the same real equation as $u_L$, and in the electrode it is a wave travelling towards the barrier. The full solution is therefore

$$\psi=u_L^*+c\,u_L\ \text{(left of the state)},\qquad \psi=\tau u_R\ \text{(right of the state)} .$$

Continuity at the state gives $1+c=\tau$. On the left $s$ grows as $x$ falls, so $\psi'(a^-)/m=+(y_L^*+c\,y_L)$. On the right $\psi'(a^+)/m=-y_R\tau$. Equation (1) becomes

$$-y_R\tau-y_L^*-c\,y_L=-2g\tau .$$

Inserting $c=\tau-1$ and collecting $\tau$ gives

$$\tau D=y_L-y_L^*=2i\,\mathrm{Im}\,y_L,\qquad D=y_L+y_R-2g. \tag{4}$$

The incident flux is $|\mathrm{Im}\,y_L|$ and the transmitted flux is $|\mathrm{Im}\,y_R|\,|\tau|^2$. Their ratio is

$$T=\frac{4\,\mathrm{Im}\,y_L\,\mathrm{Im}\,y_R}{|y_L+y_R-2g|^2}. \tag{5}$$

Within the model this holds for barriers of any thickness. It is unchanged when $L$ and $R$ are exchanged.

### The Breit-Wigner formula

Now let the state be weakly connected to both electrodes, $|\rho_j|\ll1$, and let $E$ be close to $E_0$. To first order (3) gives $y_j\approx w(1-2\rho_j)$, so

$$D\approx 2(w-g)-2w(\rho_L+\rho_R).$$

At $E_0$ we have $w=\kappa_0/m=g$. Differentiating $w^2=2(U-E)/m$ gives $dw/dE=-1/(mw)=-1/\kappa$, hence $2(w-g)\approx-2(E-E_0)/\kappa_0$. In the second term $w$ may be taken at $E_0$, where $w\kappa_0=\kappa_0^2/m=2B$ and so $2w=4B/\kappa_0$. Together,

$$D\approx-\frac{2}{\kappa_0}\left[E-E_0+2B(\rho_L+\rho_R)\right].$$

Separate the real and imaginary parts of $\rho_j$, evaluated at $E_0$, by defining

$$E_r=E_0-2B\,\mathrm{Re}(\rho_L+\rho_R),$$

$$\Gamma_j=4B\,\mathrm{Im}\,\rho_j=\frac{8Bvw}{v^2+w^2}\,e^{-2\kappa_0d_j},\qquad \Gamma=\Gamma_L+\Gamma_R. \tag{6}$$

Then

$$D\approx-\frac{2}{\kappa_0}\left[E-E_r+\frac{i\Gamma}{2}\right],\qquad \mathrm{Im}\,y_j\approx-\frac{4B}{\kappa_0}\mathrm{Im}\,\rho_j=-\frac{\Gamma_j}{\kappa_0}.$$

Inserted in (5), the factors $4/\kappa_0^2$ cancel:

$$T(E)=\frac{\Gamma_L\Gamma_R}{(E-E_r)^2+(\Gamma/2)^2}. \tag{7}$$

It remains to show that $\Gamma_L$ and $\Gamma_R$ are the escape rates. With no incident wave the right side of (4) is zero, and a non-zero $\tau$ needs $D=0$. This gives $E=E_r-i\Gamma/2$. The time factor $e^{-iEt}$ then makes the probability fall as $e^{-\Gamma t}$. The flux shows how the loss is shared. The state $e^{-\kappa_0|x-a|}$ has the norm integral $1/\kappa_0$, and the flux into electrode $j$ is $\Gamma_j/\kappa_0$. The flux per unit probability is $\Gamma_j$. This completes (a).

### The peak

At $E=E_r$, with $r=\Gamma_L/\Gamma_R$, equation (7) gives

$$T_{\rm peak}=\frac{4\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)^2}=\frac{4r}{(1+r)^2}, \tag{8}$$

where the last step divides numerator and denominator by $\Gamma_R^2$. For $r=100$,

$$T_{\rm peak}=\frac{400}{101^2}=\frac{400}{10201}=0.0392 .$$

Replacing $r$ by $1/r$ in (8) and multiplying numerator and denominator by $r^2$ restores the same expression. It does not matter which side is faster, and this answers (b).

The absolute rates have dropped out. Equal rates give a peak of 1 however thick the film is, as long as (7) applies. A ratio of 10 gives $40/121=0.331$. For large $r$ the peak approaches $4/r$, which is 0.040 here.

The reflected wave shows why unequal rates spoil the transmission. At the peak (4) gives

$$\tau=\frac{2i(-\Gamma_L/\kappa_0)}{-(2/\kappa_0)(i\Gamma/2)}=\frac{2\Gamma_L}{\Gamma},\qquad c=\tau-1=\frac{\Gamma_L-\Gamma_R}{\Gamma}.$$

The term $-1$ is what remains when the state is not excited, $\tau=0$. The term $2\Gamma_L/\Gamma$ is the wave that leaks back out of the state. The two cancel when the rates are equal. For $r=100$ the sum is $c=99/101$, and $c^2=0.961$ of the flux is reflected. An electron arriving from the slow side meets $c=-99/101$: it hardly excites the state, and the reflected fraction is the same.

The meaning of the factor 100 matters. If the amplitudes that couple the state to the electrodes differed by 100, the rates would differ by $10^4$, and the peak would be about $4\times10^{-4}$.

The height is not the whole strength of the resonance. Since $\int dx/(x^2+b^2)=\pi/b$ over the whole axis, the Lorentzian (7) has the area

$$\int T\,dE=\frac{2\pi\Gamma_L\Gamma_R}{\Gamma}. \tag{9}$$

Hold $\Gamma_R$ fixed and increase $\Gamma_L$ far beyond it. The peak falls as $4\Gamma_R/\Gamma_L$ and the width grows as $\Gamma_L$, while the area tends to $2\pi\Gamma_R$. The slower escape limits the area.

### Position and width in the film

For equal electrodes the prefactors in (6) are the same on both sides, so

$$r=e^{2\kappa_0(d_R-d_L)},\qquad d_R-d_L=\frac{\ln r}{2\kappa_0}. \tag{10}$$

With $\hbar^2/2m_e=0.0381$ eV nm², the decay constant is

$$\kappa_0=\sqrt{\frac{0.5\times3.0}{0.0381}}\ \text{nm}^{-1}=6.27\ \text{nm}^{-1}.$$

The difference of the distances is $4.605/(2\times6.275)=0.367$ nm, or 3.67 Å. Since they add up to 1.3 nm, $d_L=0.467$ nm and $d_R=0.833$ nm. The state sits 0.18 nm from the middle of the film. Such a small displacement suffices because the rates depend exponentially on distance.

For the widths, $v^2=2E_0$ and $w^2=2B/m$ give

$$\frac{vw}{v^2+w^2}=\frac{\sqrt{E_0B/m}}{E_0+B/m}=\frac{\sqrt{5.0\times6.0}}{11.0}=0.498 .$$

The exponential on the left is $e^{-2\kappa_0d_L}=2.87\times10^{-3}$. This is also $|\rho_L|$, so the assumption of weak connection is good. Equation (6) gives

$$\Gamma_L=8\times3.0\times0.498\times2.87\times10^{-3}\ \text{eV}=0.0343\ \text{eV},$$

and $\Gamma_R=3.43\times10^{-4}$ eV. The escape rates $\Gamma_j/\hbar$ are $5.2\times10^{13}$ and $5.2\times10^{11}$ s⁻¹.

By (7), $T$ has half its peak value at $|E-E_r|=\Gamma/2$. The full width at half maximum is thus $\Gamma=0.0346$ eV, nearly all of it from the fast side. The peak is shifted slightly from $E_0$. From (2), $\mathrm{Re}\,\rho_j=e^{-2\kappa_0d_j}(w^2-v^2)/(w^2+v^2)$, and the fraction equals $(6.0-5.0)/11.0$. The shift is

$$E_r-E_0=-2\times3.0\times\frac{2.90\times10^{-3}}{11.0}\ \text{eV}=-0.0016\ \text{eV}.$$

The expansion in $\rho_j$ can be avoided. The two interfaces and the state supply six linear matching equations, which can be solved numerically at each energy. The maximum found in this way is 0.0392, with a full width of 0.0347 eV and a shift of $-0.0015$ eV. Within $2\Gamma$ of the maximum, the Lorentzian centred there departs from the numerical curve by at most 1.4% of the peak height. This answers (c).

### Loss and temperature

Suppose that inelastic events remove electrons from the state at a rate $\Gamma_i$. Its energy acquires the extra part $-i\Gamma_i/2$, which replaces $\Gamma$ by $\Gamma+\Gamma_i$ in $D$. The numerator of (7) contains the couplings to the electrodes and is unchanged. The elastic peak becomes

$$T_{\rm el}=\frac{4\Gamma_L\Gamma_R}{(\Gamma+\Gamma_i)^2}.$$

It is halved when $(\Gamma+\Gamma_i)^2=2\Gamma^2$, or $\Gamma_i=(\sqrt2-1)\Gamma=0.0143$ eV. This is the elastic part; electrons that have lost energy may still reach the other electrode.

At a finite temperature and small bias, the electrons that carry current have a spread of energies. For independent electrons the relevant mean is

$$\overline T=\int T(E)\left(-\frac{\partial f}{\partial E}\right)dE ,$$

where $f$ is the Fermi function. Keep the Fermi level at the peak. At 4 K, $k_BT_{\rm emp}=3.4\times10^{-4}$ eV, where $T_{\rm emp}$ is the temperature. This is about a hundredth of $\Gamma$, and numerical integration of (5) gives $\overline T=0.0391$. At 300 K, $k_BT_{\rm emp}=0.0259$ eV is comparable with $\Gamma$, and the mean falls to 0.015.

The area explains the size of this drop. The weight $-\partial f/\partial E$ nowhere exceeds $1/(4k_BT_{\rm emp})$, so for the Lorentzian (9) sets an upper bound:

$$\overline T\le\frac{2\pi\times3.43\times10^{-4}\times(100/101)}{4\times0.0259}=0.021 .$$

The bound becomes a good estimate when $k_BT_{\rm emp}\gg\Gamma$, a regime not reached here. This answers (d).

### Comparison with a real film

The parameters are rough values for about four layers of hexagonal boron nitride (hBN) between metals; they describe no particular defect. With a gap of roughly 6 eV, the state is near mid-gap, while the levels of real defects vary widely. The relation between peak and ratio is sturdier than that between ratio and position. With a layer spacing of about 0.33 nm, a defect in a layer next to the middle of an even-layered film has $d_R-d_L=0.33$ nm. By (10) and (8) this gives $r=63$ and a peak of 0.062. Three corrections, each applied alone with the calculated positions held fixed, move the peak as follows:

- A two-band dispersion, $\kappa^2=2mB(1-B/E_g)$ with gap $E_g=6$ eV, lowers $\kappa$ by the factor $\sqrt{1/2}$. The ratio becomes $100^{0.707}=26$ and the peak 0.14. If the mass was fitted to tunnelling data, part or all of this correction is already in it, depending on the energies covered by the fit.
- Image charges lower the energy of an electron midway between two ideal metal planes by $e^2\ln2/(4\pi\varepsilon_0\varepsilon_r L)$. This is 0.22 eV for $L=1.3$ nm and a rough permittivity $\varepsilon_r=3.5$. The barrier top near the middle falls by this amount. If the state itself is kept at 5.0 eV above the band bottom, $B$ shrinks equally, which gives $r=84$ and a peak of 0.046. The lowering grows towards the metals and is 0.25 eV at the state; following it across the film gives $r\approx82.5$ and a peak of 0.047.
- In three dimensions the state decays as $e^{-\kappa r'}/r'$, with $r'$ the distance from it. If each rate is proportional to the square of this function integrated over the electrode plane, then $r=169$ and the peak is 0.023.

Without the state, the same matching equations give a direct transmission of $3\times10^{-7}$, which is negligible in one dimension. In a real film direct tunnelling adds up over the junction area, while one defect supplies a single channel. A transverse wave number $q$ raises $\kappa$ by about $q^2/2\kappa_0$, so the transmission falls as $e^{-q^2L/\kappa_0}$, and about $\kappa_0/(4\pi L)=0.38$ modes per nm² take part. The summed direct transmission is then about 0.13 per µm² and matches the peak of 0.039 at an area of about 0.3 µm²; with the two-band decay constant it is nearly a hundred times larger. A single defect dominates only in very small junctions. The effect of a small bias is minor. A bias of 0.005 V produces a field of 0.04 MV/cm, against a breakdown field of roughly 10 MV/cm. For a uniform field it moves the level by $(1/2-d_L/L)\times0.005$ eV, or $7\times10^{-4}$ eV, relative to the mean of the two Fermi levels.

Electron repulsion is not small. Two electrons at a distance $1/\kappa_0$ in this medium repel with an energy $e^2\kappa_0/(4\pi\varepsilon_0\varepsilon_r)=2.6$ eV, about 75 times $\Gamma$. Screening by the nearby metals reduces this, but it stays far above $\Gamma$. A defect level at the Fermi energy that can hold either spin therefore lies outside the model. The value 0.039 is the transmission of one electron through an empty state, not a predicted conductance of such a defect.

If one metal is replaced by a semiconductor, as in a contact with a thin interlayer, $v$ differs between the two sides and (10) acquires the ratio of the prefactors in (6). Equation (8) still holds for the resulting rates as long as the level lies many widths $\Gamma$ above the semiconductor's band edge, so that the rates hardly change across the line. Within a few $\Gamma$ of the edge the line is shifted and distorted, and (7) and (8) can fail by large factors. If the level faces the semiconductor's gap, there is no outgoing wave on that side at energies inside the gap: there the escape rate and the elastic transmission both vanish. A level close to the band edge still transmits weakly through its tail, which the metal broadens into the band.
